# Surface phonon polaritons of a polar film and the ε = −1 limit, part 2

A thin film of cubic silicon carbide on silicon is probed by the near field of a sharp metal tip lit with infrared light. At what frequency does its surface vibration respond, how does this depend on wavelength, and when is it fixed by \(\varepsilon=-1\)?

Air of permittivity 1 fills \(z>0\), the film fills \(-d<z<0\), and a thick substrate of real permittivity \(\varepsilon_s\geq1\) lies below. The film's permittivity is isotropic and local (independent of wavevector). Without damping it is

\[
\varepsilon=\varepsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2},
\]

where \(\omega_T\) and \(\omega_L\) are the transverse and longitudinal optical phonon frequencies. It is negative between them and rises with frequency there. Damping at rate \(\gamma\) replaces \(\omega^2\) by \(\omega^2+i\gamma\omega\).

The magnetic field is \(H_y=H(z)e^{i(qx-\omega t)}\), with in-plane wavevector \(q\). Across each interface \(H\) and \(H'/\varepsilon\) are continuous, the prime meaning \(d/dz\). In electrostatics the potential \(\phi\) and \(\varepsilon\phi'\) are continuous instead. With \(k_0=\omega/c\) and \(u=k_0^2/q^2\), the decay constants in film, air and substrate are

\[
\kappa=(q^2-\varepsilon k_0^2)^{1/2},\quad
\kappa_a=(q^2-k_0^2)^{1/2},\quad
\kappa_s=(q^2-\varepsilon_sk_0^2)^{1/2}.
\]

A single surface in air obeys \(\kappa+\varepsilon\kappa_a=0\), which requires \(\varepsilon<0\) and tends to \(\varepsilon=-1\), at the frequency \(\omega_{SO}\), when \(q\gg k_0\). With damping, a short wave of real \(q\) has the complex frequency

\[
\omega=\left(\omega_{SO}^2-\frac{\gamma^2}{4}\right)^{1/2}-\frac{i\gamma}{2}.
\]

The example has \(\omega_T=797\), \(\omega_L=973\), \(\gamma=5\) and \(\omega_{SO}=951.4\), all quoted as wavenumbers \(\omega/2\pi c\) in cm⁻¹, with \(\varepsilon_\infty=6.5\), \(d=100\) nm and \(\varepsilon_s=11.7\). At \(\omega_{SO}\), \(k_0=0.598\) rad/µm and the damped permittivity is \(\varepsilon=-0.998+0.132i\). Damping is left out at first.

### The film dispersion

The bound solution is

\[
H=\begin{cases}
Ae^{-\kappa_az}, & z>0,\\
Be^{\kappa z}+Ce^{-\kappa z}, & -d<z<0,\\
De^{\kappa_s(z+d)}, & z<-d.
\end{cases}
\]

Let \(f=\kappa/\varepsilon\), \(a=\kappa_a\) and \(s=\kappa_s/\varepsilon_s\). At the upper surface \(B+C=A\) and \(f(B-C)=-aA\). Eliminating \(A\),

\[
(f+a)B-(f-a)C=0 .
\]

At the lower surface \(Be^{-\kappa d}+Ce^{\kappa d}=D\) and \(f(Be^{-\kappa d}-Ce^{\kappa d})=sD\). Eliminating \(D\),

\[
(f-s)e^{-\kappa d}B-(f+s)e^{\kappa d}C=0 .
\]

These two equations have a nonzero solution if their determinant vanishes:

\[
(f+a)(f+s)=(f-a)(f-s)e^{-2\kappa d}.
\]

This is the polaritonic dispersion of the film. Each factor on the left belongs to one surface, and the exponential couples them. An equivalent form suits numerical work. Multiply by \(e^{\kappa d}\), expand the products and collect:

\[
(f^2+as)\left(e^{\kappa d}-e^{-\kappa d}\right)+f(a+s)\left(e^{\kappa d}+e^{-\kappa d}\right)=0 .
\]

Division by \(2\cosh\kappa d\) and multiplication by \(\varepsilon^2\) give

\[
\tanh(\kappa d)\left(\kappa^2+\frac{\varepsilon^2\kappa_a\kappa_s}{\varepsilon_s}\right)
+\kappa\varepsilon\left(\kappa_a+\frac{\kappa_s}{\varepsilon_s}\right)=0 .
\]

With real positive decay constants the first term is positive, so \(\varepsilon\) must be negative, as for one surface.

The wave must also be bound on the substrate side, which needs \(q>\sqrt{\varepsilon_s}\,k_0\). Here \(k_0\) is taken at the frequency of the mode itself. At \(\omega_{SO}\) the bound is 2.04 rad/µm; for the lower branch, whose frequency is lower, it is somewhat smaller. Where the condition fails, the film's field radiates into the silicon, and the bound-mode solution does not apply.

### First test: a thick film

For \(\kappa d\gg1\) the exponential vanishes and either factor may be zero. The first, \(f+a=0\), is the single air surface. The second is \(\kappa/\varepsilon=-\kappa_s/\varepsilon_s\). Squaring it gives

\[
\varepsilon_s^2(q^2-\varepsilon k_0^2)=\varepsilon^2(q^2-\varepsilon_sk_0^2),
\]
\[
q^2(\varepsilon_s^2-\varepsilon^2)=\varepsilon\varepsilon_sk_0^2(\varepsilon_s-\varepsilon).
\]

Dividing by \(\varepsilon_s-\varepsilon>0\) and solving for \(\varepsilon\),

\[
\varepsilon=-\frac{\varepsilon_s}{1-\varepsilon_su}\;\to\;-\varepsilon_s\qquad(u\to0).
\]

The film thus has two short-wavelength limits, one for each neighbour. The value \(-1\) belongs to the surface that faces air. On silicon the buried surface has its limit at \(\varepsilon=-11.7\), which the lattice permittivity places at 864.0 cm⁻¹.

### Second test: short against light, any thickness

Next let \(q\gg k_0\) without restricting \(qd\). Once \(q^2\) is also large against \(|\varepsilon|k_0^2\) and \(\varepsilon_sk_0^2\), all three decay constants become \(q\), and the hyperbolic form reduces to

\[
\tanh(qd)\left(1+\frac{\varepsilon^2}{\varepsilon_s}\right)+\varepsilon\left(1+\frac1{\varepsilon_s}\right)=0 .
\]

Multiplying by \(\varepsilon_s\coth(qd)\),

\[
p(\varepsilon)=\varepsilon^2+(1+\varepsilon_s)\coth(qd)\,\varepsilon+\varepsilon_s=0 .
\]

The roots have product \(\varepsilon_s\) and a negative sum, so both are negative. To place them I evaluate

\[
p(-1)=-(1+\varepsilon_s)\left[\coth(qd)-1\right]<0,
\]
\[
p(-\varepsilon_s)=-\varepsilon_s(1+\varepsilon_s)\left[\coth(qd)-1\right]<0 .
\]

Both \(-1\) and \(-\varepsilon_s\) lie between the roots. One root is therefore between \(-1\) and 0 and the other is below \(-\varepsilon_s\). As \(qd\) grows, \(\coth(qd)\) falls to 1 and \(p\) becomes \((\varepsilon+1)(\varepsilon+\varepsilon_s)\). The upper branch reaches \(-1\) and the lower one \(-\varepsilon_s\), as in the first test.

The opposite limit shows why "short wavelength" needs care. For \(qd\ll1\), \(\coth(qd)\approx1/(qd)\), and the root of small magnitude follows by dropping \(\varepsilon^2\):

\[
\varepsilon\approx-\frac{\varepsilon_s}{1+\varepsilon_s}\,qd .
\]

This tends to zero, so the mode moves to \(\omega_L\). The other root follows by dropping \(\varepsilon_s\): \(\varepsilon\approx-(1+\varepsilon_s)/(qd)\), which moves towards \(\omega_T\) while electrostatics holds. A 1 nm film at \(q=20\) rad/µm has a wave 33 times shorter than light in vacuum, yet \(qd=0.02\). The estimate gives \(\varepsilon=-0.0184\), and the root of the full dispersion lies at 972.5 cm⁻¹, close to \(\omega_L\) and far from \(\omega_{SO}\). This number belongs to the local model only. A 1 nm film is about two lattice constants thick and confines the longitudinal phonon to a normal wavevector of about \(\pi/d\), where the phonon band used at the end of this text has fallen to about 957 cm⁻¹. For a 5 nm film at the same \(q\) the local root lies near 971 cm⁻¹, and confinement moves it by less than 1 cm⁻¹.

The statement must therefore be: on the air-side branch \(\varepsilon\to-1\) when \(q\gg k_0\) and \(qd\gg1\). At fixed thickness the limit \(q\to\infty\) fulfils both, within the local model.

### The approach to minus one

Two small quantities now compete, retardation \(u\) and the coupling \(e^{-2qd}\). I take \(\varepsilon_s\) well above 1, put \(\varepsilon=-1+\delta\), and keep first order in each. Then \(\kappa\approx q(1+u/2)\), \(\kappa_a\approx q(1-u/2)\) and \(1/\varepsilon\approx-(1+\delta)\), so

\[
f+a\approx-q\left(1+\delta+\frac u2\right)+q\left(1-\frac u2\right)=-q(\delta+u).
\]

Dividing the dispersion by \(f+s\) leaves \(f+a\) on the left. On the right, which is already small, I use \(f=-q\), \(a=q\), \(s=q/\varepsilon_s\):

\[
\frac{(f-a)(f-s)}{f+s}=\frac{(-2q)(-q)(1+1/\varepsilon_s)}{-q(1-1/\varepsilon_s)}
=-2q\,\frac{\varepsilon_s+1}{\varepsilon_s-1}.
\]

Equating the two sides,

\[
\varepsilon+1\approx-\frac{k_0^2}{q^2}+2\,\frac{\varepsilon_s+1}{\varepsilon_s-1}\,e^{-2qd}.
\]

Replacing \(\kappa d\) by \(qd\) in the exponent is justified when \(uqd=k_0^2d/q\) is small. The thickness term raises the frequency and retardation lowers it. The exponential dies faster than the inverse square, so the upper branch finally approaches \(\omega_{SO}\) from below. In a film thin enough for the thickness term to dominate at smaller \(q\), such as the 100 nm film, it first comes down from above and crosses \(\omega_{SO}\).

At \(q=60\) rad/µm the first term is \(-(0.598/60)^2=-9.93\times10^{-5}\). The second is \(2(12.7/10.7)e^{-12}=1.46\times10^{-5}\). Their sum is \(-8.47\times10^{-5}\), as is the value from the full dispersion. Setting the two terms equal in size puts the crossing at 48.2 rad/µm.

The formula fails as \(\varepsilon_s\to1\), where the two surface frequencies coincide. For a free-standing film \(s=a\), and the dispersion is a perfect square:

\[
f+a=\pm(f-a)e^{-\kappa d}.
\]

The same expansion gives \(\varepsilon+1\approx-u\pm2e^{-qd}\). Here both branches tend to \(-1\), and the coupling shifts each of them by an amount that decays as \(e^{-qd}\), where the supported film has \(e^{-2qd}\).

### The 100 nm film in numbers

For each \(q\) I solved the hyperbolic form for \(\omega\) by bracketed root finding between \(\omega_T\) and \(\omega_L\), without damping. Frequencies are in cm⁻¹.

| \(q\) (rad/µm) | \(qd\) | Upper \(\omega\) | Upper \(\varepsilon\) | Lower \(\omega\) |
|---:|---:|---:|---:|---:|
| 3 | 0.3 | 966.3 | −0.284 | 817.5 |
| 10 | 1 | 956.6 | −0.737 | 850.8 |
| 20 | 2 | 952.2 | −0.959 | 861.9 |
| 40 | 4 | 951.4 | −0.999 | 863.9 |
| 100 | 10 | 951.4 | −1.000 | 864.0 |

At \(qd=1\) the electrostatic quadratic has \(\coth1=1.313\), so

\[
\varepsilon=\frac{-16.68+\sqrt{16.68^2-4\times11.7}}{2}=-0.73,
\]

close to the full value. The upper branch is within 1 cm⁻¹ of its limit at \(qd=2\), a wavelength of 314 nm. Its later undershoot is negligible here: at 60 rad/µm it is about 0.002 cm⁻¹. This is far below the linewidth and no larger than the shifts that phonon dispersion can cause, as estimated at the end, so the undershoot and the crossing at 48.2 rad/µm are results of the local model only.

At a given wavevector, the thickness can decide on which side of \(\omega_{SO}\) the upper mode lies. With \(q=4\) rad/µm and all else fixed, the 100 nm film has its upper mode at 964.5 cm⁻¹, above \(\omega_{SO}\). A 1000 nm film has it at 951.0 cm⁻¹, slightly below, because retardation outweighs the coupling.

### Damping in the film

At real \(q\) the electrostatic quadratic fixes a real number \(\varepsilon\), whatever the damping. The replacement of \(\omega^2\) by \(\omega^2+i\gamma\omega\) then adds an imaginary part \(-i\gamma/2\) to the frequency, as for one surface. A complex root search on the full dispersion at 60 rad/µm gives \(951.4-2.5i\) cm⁻¹.

At real frequency I use the electrostatic form of the first dispersion relation, multiplied by \(\varepsilon^2\varepsilon_s/q^2\):

\[
e^{-2qd}=\frac{(1+\varepsilon)(\varepsilon_s+\varepsilon)}{(1-\varepsilon)(\varepsilon_s-\varepsilon)} .
\]

With \(\varepsilon=-0.998+0.132i\) at \(\omega_{SO}\), the modulus of the right side is

\[
\frac{0.132\times10.70}{2.00\times12.70}=0.056 .
\]

Hence \(|\mathrm{Re}\,q|=-\ln(0.056)/(2\times0.1\ \text{µm})\approx14.4\) rad/µm. Complex root finding on the full equation, started from the least damped electrostatic solution, gives 14.4 for the real part and 8.2 for the imaginary part, in magnitude. The amplitude falls by a factor \(e\) in 0.12 µm, less than a third of the wavelength. Such a wave barely propagates, and its wavevector remains finite where the lossless electrostatic branch would run to infinity.

### Beside a real film

Cubic silicon carbide on silicon is a real system, and its cubic symmetry removes the optical anisotropy of the hexagonal forms as long as the film is unstrained. The phonon frequencies and linewidth used here are rough typical values; the linewidth depends on film quality. One assumption that a real film may break is the bare surface. Let an oxide of thickness \(t\) and permittivity \(\varepsilon_o\) cover it, and let \(\phi=\cosh q(z-t)+\beta\sinh q(z-t)\) in the oxide. Matching to air at \(z=t\) requires \(-\varepsilon_o\beta=1\). The quantity \(Y=-\varepsilon_o\phi'/(q\phi)\) at \(z=0\) is then

\[
Y=\varepsilon_o\frac{1+\varepsilon_o\tanh qt}{\varepsilon_o+\tanh qt}.
\]

In a thick film \(\phi\propto e^{qz}\), and continuity of \(\varepsilon\phi'/\phi\) gives \(\varepsilon=-Y\). For \(t=1\) nm, a rough \(\varepsilon_o=3\) and \(q=60\) rad/µm, \(Y=1.16\) and the mode drops by 2.9 cm⁻¹. For still shorter waves, \(qt\gg1\), the limit of the local model would be \(\varepsilon=-\varepsilon_o\); for a 1 nm layer this needs \(q\) well above 1000 rad/µm, where the phonon dispersion estimated below already broadens the mode beyond its linewidth. The condition \(\varepsilon=-1\) thus needs a wave long against any surface layer. Silica has infrared phonons of its own, so a constant real \(\varepsilon_o\) gives only the order of magnitude of this shift.

### Other neglected effects

The shifts listed here, also estimated with rough inputs, are smaller than the 5 cm⁻¹ linewidth.

- **Heating** by 100 K, at −0.02 cm⁻¹/K, moves the mode by −2 cm⁻¹.
- **Strain** with a volume increase of 0.001 and a Grüneisen parameter of 1 lowers it by \(0.001\times951\approx1\) cm⁻¹.
- **Free carriers** add \(-\omega_p^2/\omega^2\) to \(\varepsilon\), with \(\omega_p^2=Ne^2/(\varepsilon_0m^*)\). For \(N=10^{17}\) cm⁻³ and \(m^*=0.35\) electron masses, \(\omega_p=160\) cm⁻¹. The lattice part must then equal \(-1+0.028\), which raises the mode by 0.5 cm⁻¹. The shift grows roughly in proportion to \(N\): at \(10^{18}\) cm⁻³ it is about 5.5 cm⁻¹, no longer below the linewidth, so carriers can be neglected only in a lightly doped film.
- **Phonon dispersion** is estimated by a band that falls by 140 cm⁻¹ as \(\sin^2(qb/4)\), with lattice constant \(b=0.436\) nm. Along the surface, at 60 rad/µm, the band falls by only 0.006 cm⁻¹, but this understates the effect. Since \(\omega_{SO}<\omega_L\), the band holds a longitudinal phonon at \(\omega_{SO}\) with a wavevector of about 3.7 nm⁻¹ normal to the surface, and the surface mode leaks into it. If the normal ionic polarization is taken to vanish at the surface, the mode at 60 rad/µm broadens by about 0.7 cm⁻¹; the real part of its complex frequency shifts by about −0.003 cm⁻¹, and the peak of the damped response at real frequency by about −0.02 cm⁻¹. The broadening grows in proportion to \(q\) and matches the 5 cm⁻¹ linewidth near 400 rad/µm, far below the zone boundary at about 14 000 rad/µm. Its size depends on the surface condition assumed: if \(\nabla\cdot\mathbf P\) is taken to vanish at the surface instead, no longitudinal wave is excited and both shift and broadening disappear.

The tip itself is also missing. A metal tip close to the surface changes the boundary condition above the film, so a measured near-field peak need not sit at the frequency of the free mode. In a crude model that replaces the tip by a point dipole in a sphere of 20 to 50 nm radius touching the surface, the peak lies near 940 cm⁻¹, a shift larger than the linewidth and than any shift listed above. What the film contributes is a resonance near 951 cm⁻¹, provided that the tip supplies wavevectors with \(qd\) of about 2 or more but \(q\) below a few hundred rad/µm, the film is lightly doped and the surface is nearly bare.

All numerical values are calculated from the stated model.
